\section*{Why Lattice Relaxation Turns a Shallow Donor into a DX Centre}

\section{What dimensions fix}

Let an electron in a localized orbital of a donor push the donor atom with a force \(F\), and let the lattice resist with stiffness \(K\). The only energy that can be formed from these two quantities is \(F^2/K\). If \(n\) electrons occupy the orbital and each exerts the same force, \(F\) is replaced by \(nF\), so that
\begin{equation}
E_{\rm relax}(n)\propto \frac{(nF)^2}{K}=n^2\frac{F^2}{K}.
\end{equation}
Two electrons on one centre therefore gain four times the relaxation energy of one, whereas two electrons on separate centres gain only twice. This difference acts as an attraction. It must pay for the Coulomb repulsion, and, if the donor was shallow, also for lifting two electrons out of their shallow states. Relaxation larger than repulsion is thus not enough.

\section{The quantity whose sign decides}

Let \(E(n)\) be the lowest energy of a donor holding \(n\) electrons, with the lattice relaxed for each \(n\). The zero of energy is the unrelaxed ionized donor \(d^+\), with all other electrons at the conduction-band edge. Thus \(E(0)=0\). Consider
\begin{equation}
2d^0\longrightarrow d^+ + DX^- .
\end{equation}
Here \(d^0\) is a neutral donor, and \(DX^-\) is a donor with two electrons in its localized orbital and the lattice relaxed around them. Both sides hold two electrons on two donors, so the energy of the electron reservoir cancels. When \(DX^-\) is the lowest two-electron state, the reaction energy is the effective interaction
\begin{equation}
U_{\rm eff}=E(2)+E(0)-2E(1).
\label{def}
\end{equation}
If \(U_{\rm eff}<0\), neutral donors lower their energy by turning into pairs of oppositely charged ones.

The centres are taken as isolated, the lattice as classical, and one displacement \(Q\) as active. Shallow and localized orbitals do not mix at first. These restrictions are weighed below.

\section{First contribution: repulsion in the shallow state}

A shallow electron of effective mass \(m\) (in units of the free mass) in a medium of permittivity \(\varepsilon\) obeys a scaled hydrogen problem. In atomic units, put \(\mathbf r=(\varepsilon/m)\boldsymbol\rho\). For one or two electrons,
\begin{align}
H&=\sum_i\left(-\frac{\nabla_i^2}{2m}-\frac{1}{\varepsilon r_i}\right)+\frac{1}{\varepsilon r_{12}}\nonumber\\
&=\frac{m}{\varepsilon^2}\left[\sum_i\left(-\frac{\nabla_{\rho_i}^2}{2}-\frac1{\rho_i}\right)+\frac1{\rho_{12}}\right],
\end{align}
where the repulsion is absent for one electron. The kinetic term gains \(m^2/\varepsilon^2\) from the derivatives and each Coulomb term gains \(m/\varepsilon\) from the distance, which gives the common prefactor. The binding energy of one electron is \(B=(m/\varepsilon^2)\) Rydberg. With \(m=0.09\) and \(\varepsilon=12\), \(B=8.50\) meV.

Full configuration interaction in a finite Gaussian basis gives \(-0.49998\) Ha for hydrogen and \(-0.52732\) Ha for its negative ion. Hence, without relaxation,
\begin{equation}
\frac{U_{\rm eff}}{B}=\frac{-0.52732+2(0.49998)}{0.49998}=0.945,
\end{equation}
or \(+8.0\) meV for this donor. The basis is not fully converged: a correlated basis lowers the ion energy by about 0.0004 Ha and the ratio by about 0.001, which leaves 8.0 meV unchanged. A second shallow electron is weakly bound, but it is bound less strongly than the first. The shallow donor by itself has a positive effective interaction. Its orbital is spread over a Bohr radius of about 7 nm, and its force on the central atom is neglected.

\section{Second and third contributions: promotion and local repulsion}

Let the localized orbital lie at \(\Delta\) above the band edge when \(Q=0\), and let two electrons in it repel with energy \(U\). Raising one electron from the shallow state costs \(\Delta-(-B)=\Delta+B\). Placing two electrons in the orbital of one donor, with the lattice still at rest, therefore costs
\begin{equation}
2(\Delta+B)+U
\label{cost}
\end{equation}
relative to two shallow neutral donors.

\section{Fourth contribution: relaxation}

Let \(W\) be the energy released when the lattice relaxes around the localized pair. The relaxed pair has energy
\begin{equation}
E_{DX}=2\Delta+U-W .
\end{equation}
If the neutral ground state is shallow, \(E(1)=-B\), and if \(DX^-\) is the two-electron ground state, equation \eqref{def} gives
\begin{equation}
U_{\rm eff}=U+2(\Delta+B)-W .
\label{shallow}
\end{equation}
Disproportionation into \(d^+\) and \(DX^-\) is then favourable when
\begin{equation}
\boxed{W>U+2(\Delta+B)} .
\label{condition}
\end{equation}
This form does not assume a harmonic lattice. To obtain \(W\) in the linear model, write
\begin{equation}
E_n(Q)=n\Delta+\frac{n(n-1)}2U-nFQ+\frac K2Q^2 .
\end{equation}
Completing the square,
\begin{equation}
\frac K2Q^2-nFQ=\frac K2\left(Q-\frac{nF}{K}\right)^2-\frac{n^2F^2}{2K}.
\end{equation}
The minimum is at \(Q_n=nF/K\), and the released energy is \(n^2R\), with \(R=F^2/(2K)\). This supplies the factor one half that dimensions could not fix. For the pair, \(W=4R\).

\section{When the neutral donor may also localize}

A single electron can occupy the relaxed localized orbital at energy \(\Delta-R\), so
\begin{equation}
E(1)=\min(-B,\ \Delta-R).
\end{equation}
Two electrons have three candidates: the \(DX\) pair; the shallow pair at \(-2B+0.945B\); and one localized electron with the other free at the band edge, at \(\Delta-R\). The last assumes that a donor neutralized by a localized electron does not bind another shallow one.

Neither alternative to \(DX\) can make \(U_{\rm eff}\) negative. Since \(E(1)\le-B\), the shallow pair gives
\begin{equation}
-2B+0.945B-2E(1)\ge 0.945B>0 .
\end{equation}
Since also \(E(1)\le\Delta-R\), the third candidate gives
\begin{equation}
(\Delta-R)-E(1)-E(1)\ge 0+B>0 .
\end{equation}
A negative value must come from \(E_{DX}-2E(1)\). Subtracting twice the smaller of two energies is the same as taking the larger of the two differences:
\begin{equation}
U_{\rm eff}=\max\left[U-2R,\ U+2(\Delta+B)-4R\right]
\quad\text{when negative}.
\label{both}
\end{equation}
Both entries must be negative. The first compares a localized pair with two localized single electrons; the second compares it with two shallow electrons. Their difference, second minus first, is \(2(\Delta+B-R)\). This is positive when the shallow neutral state is the lower one, so for a truly shallow donor the second condition is the stricter.

The rule was tested on 500 random parameter sets by diagonalizing the unmixed donor Hamiltonian on a grid of displacements. The sign agreed in all of them: 306 were negative and 194 positive. In 75 of the positive cases only the promotion condition failed, and in 16 only \(U<2R\) failed.

\section{Weighing the contributions in one donor}

Take \(\Delta=0.90\) eV, \(U=0.60\) eV, \(K=3.60\) eV/\AA\(^2\) and \(F=2.16\) eV/\AA. Then
\begin{align}
R&=\frac{2.16^2}{2(3.60)}=0.648\ {\rm eV},\\
W&=4R=2.592\ {\rm eV},\qquad Q_2=\frac{2(2.16)}{3.60}=1.20\ \text{\AA},\\
U+2(\Delta+B)&=0.600+2(0.9085)=2.417\ {\rm eV},\\
U_{\rm eff}&=2.417-2.592=-0.175\ {\rm eV}.
\end{align}
Promotion costs 1.817 eV, three times the repulsion. A localized neutral donor would lie at \(\Delta-R=0.252\) eV, above the band edge, so one electron stays shallow while two localize.

Now reduce \(F\) to 1.80 eV/\AA\ and hold all else fixed. Then \(W=1.80\) eV, still three times \(U\), and \(U-2R=-0.30\) eV. Yet \(W\) falls short of 2.417 eV. The two-electron ground state is the shallow pair, and \(U_{\rm eff}=+8.0\) meV. Relaxation outweighs repulsion here without producing a \(DX\) ground state.

\section{Why the level is deep}

At Fermi level \(\mu\), measured from the band edge, \(d^+\) and \(DX^-\) have equal energy when \(E_{DX}-2\mu=0\). For the first donor, \(E_{DX}=-0.192\) eV, and the depth of this level is
\begin{equation}
-\frac{E_{DX}}2=B+\frac{|U_{\rm eff}|}2=0.0085+0.0875=0.096\ {\rm eV}.
\end{equation}
It is about eleven times the shallow binding energy. Light sees a larger energy still, because the lattice does not move during absorption. Removing one electron to the band edge at \(Q_2\) requires
\begin{align}
E_1(Q_2)-E_2(Q_2)&=-\Delta-U+FQ_2\nonumber\\
&=4R-\Delta-U=1.092\ {\rm eV},
\end{align}
since \(FQ_2=2F^2/K=4R\).

The result also depends on where the band edge lies. If the edge rises by \(\delta\) while the localized level and all other parameters stay fixed, \(\Delta\) falls by \(\delta\). As long as the neutral donor stays shallow and \(DX^-\) is the two-electron ground state, \(U_{\rm eff}\) then falls by \(2\delta\). Conversely, lowering the edge by \(|U_{\rm eff}|/2=0.0875\) eV brings this donor to the boundary, beyond which isolated neutral donors no longer disproportionate at zero temperature. The change is gradual when hot and heavily doped: at 300 K and \(10^{18}\) donors per cm\(^3\), about a quarter of the donors are still \(DX^-\) at the boundary.

\section{What site symmetry does to the linear force}

A substitutional donor has tetrahedral symmetry. A nondegenerate state there has an energy unchanged by all symmetry operations. A linear term \(-\mathbf F\cdot\mathbf Q\) would require a vector that is also unchanged, and a tetrahedron has none. The force on the donor atom in a symmetric, nondegenerate state must vanish at \(\mathbf Q=0\). A breathing displacement of the four neighbours keeps the full symmetry and may still couple linearly; it is not included here.

The linear model describes an electron pair already placed in one of four bond orbitals. With unit vectors \(\hat{\mathbf u}_i\) along the bonds, give each orbital energy \(\Delta-F\hat{\mathbf u}_i\cdot\mathbf Q\) and connect every two by hopping \(-t\). For \(t=0.10\) eV, diagonalization for two electrons, with repulsion only inside a bond, gives zero force at the site and four equivalent distorted minima.

Hopping lowers the pair energy slightly. At a distorted minimum, moving one electron to another bond costs \(FQ_2(1+1/3)-U=3.456-0.600=2.856\) eV, because \(\hat{\mathbf u}_i\cdot\hat{\mathbf u}_j=-1/3\). Hopping among the three other bonds lowers their symmetric combination by \(2t\). Two electrons with three destinations each then give a shift of about
\begin{equation}
-\frac{6t^2}{2.856-2t}=-\frac{0.060}{2.656}\ {\rm eV}=-23\ {\rm meV},
\end{equation}
in agreement with the minimized shift of \(-22.6\) meV. The neutral state remains shallow. Symmetry removes the force at the centre, but not the distant minima.

\section{Self-compensation}

The donor now supplies its own acceptors, without any native defect. Let \(g_1=2\) count the spin states of \(d^0\) and \(g_2=4\) the distortions of \(DX^-\). Relative to \(d^+\), the statistical weights are
\begin{equation}
w_0=g_1e^{(\mu+B)/kT},\qquad
w_-=g_2e^{(2\mu-E_{DX})/kT}.
\end{equation}
For the fractions \(f_+,f_0,f_-\), the Fermi level cancels in
\begin{equation}
\frac{f_+f_-}{f_0^2}=\frac{w_-}{w_0^2}
=\frac{g_2}{g_1^2}e^{-U_{\rm eff}/kT},
\end{equation}
because \(U_{\rm eff}=E_{DX}+2B\). If free carriers are negligible, neutrality requires \(f_+=f_-=(1-f_0)/2\). Taking the square root gives
\begin{equation}
\frac{1-f_0}{2f_0}=\frac{\sqrt{g_2}}{g_1}e^{-U_{\rm eff}/2kT},
\end{equation}
and therefore
\begin{equation}
f_0=\frac1{1+(2\sqrt{g_2}/g_1)e^{-U_{\rm eff}/2kT}}.
\end{equation}
At 300 K, \(kT=25.85\) meV and \(f_0=1.7\%\). This counts only the shallow ground state of isolated donors. Since \(B\) is a third of \(kT\), adding the next hydrogenic shell would raise \(f_0\) to about 6.5\% and a third shell to about 16\%, with no limit to the sum for an isolated donor, and at \(10^{18}\) cm\(^{-3}\) the shallow orbitals overlap. The value shows that few donors are neutral, not exactly how few.

With free carriers of density \(n\) and donor density \(N_D\), neutrality reads \(n=N_D(f_+-f_-)\). If \(n\ll N_D\) and few donors are neutral, then \(f_+\approx f_-\), so \(w_-\approx1\) and
\begin{equation}
\mu\approx\frac{E_{DX}}2-\frac{kT}{2}\ln g_2 .
\end{equation}
For a nondegenerate band, \(n=N_ce^{\mu/kT}\), where \(N_c\) is the effective density of band states. Thus
\begin{equation}
n\approx\frac{N_c}{\sqrt{g_2}}e^{E_{DX}/2kT}.
\label{carriers}
\end{equation}
In this limit \(n\) does not depend on \(N_D\): added donors divide almost equally between the two charges. With \(N_c=6.78\times10^{17}\) cm\(^{-3}\), equation \eqref{carriers} gives \(8.3\times10^{15}\) cm\(^{-3}\). Solving the full neutrality equation for \(N_D=10^{18}\) cm\(^{-3}\) gives \(8.2\times10^{15}\) cm\(^{-3}\), or 0.8\% of the donors.

\section{Barriers and the loss of equilibrium}

The electrons can enter one after the other. The empty and singly occupied surfaces cross when \(\Delta=FQ\), at energy
\begin{equation}
\frac K2\frac{\Delta^2}{F^2}=\frac{\Delta^2}{4R}=0.313\ {\rm eV}.
\end{equation}
The singly and doubly occupied surfaces cross when \(\Delta+U=FQ\), at
\begin{equation}
\Delta-(\Delta+U)+\frac{(\Delta+U)^2}{4R}
=\frac{(\Delta+U)^2}{4R}-U=0.268\ {\rm eV}.
\end{equation}
The first crossing is the higher and sets the capture barrier. Emission starts 0.192 eV below the band edge, so the barrier for losing both electrons is \(0.313+0.192=0.505\) eV when the first emitted electron is quickly recaptured. If recapture is slow, the first step limits the rate, with barrier \(0.268+0.192=0.460\) eV. By detailed balance the recapture rate scales with \(n/N_c\). It is therefore slow in a depleted region and also at the equilibrium density of \(8\times10^{15}\) cm\(^{-3}\) found above, where it is less than about a tenth of the rate of the second emission; the larger barrier applies only when \(n\) is comparable to \(N_c\) or above.

With a rough attempt rate of \(10^{12}\) s\(^{-1}\), the classical activation law gives an emission time at 300 K of \(3\times10^{-4}\) s for the larger barrier and \(5\times10^{-5}\) s for the smaller. At 77 K, the first capture of an electron from the band edge takes \(2.8\times10^8\) s, about nine years. Quantum vibrations, with a phonon energy of 23 meV, speed up the first capture by a factor of about 20 at 77 K and 1.09 at 300 K. The cold time becomes roughly \(1.4\times10^7\) s for an electron at the band edge. If light has freed \(10^{18}\) carriers per cm\(^3\), however, they fill the band to about 40 meV at 77 K. Averaging the capture rate over these electrons shortens the time by a further factor of about 100, to between one and two days at the start; the factor falls to about 30 at \(5\times10^{17}\) cm\(^{-3}\) and about 10 at \(10^{17}\) cm\(^{-3}\) as the band empties. These factors are averages per electron at a fixed attempt rate. The capture rate of a donor is in addition proportional to the carrier density, so the decay slows more strongly than they show. The bond hopping of 0.10 eV used above also lowers the first crossing by about 21 meV, which would shorten it to hours. These are order-of-magnitude estimates, since the attempt rate also depends on electronic coupling and carrier supply. They show how a barrier can greatly delay the return of freed carriers to \(DX^-\) in the cold, but these parameters do not establish persistence over months at high carrier density.

\section{How secure is the sign?}

The net \(-0.175\) eV is a small difference between two energies near 2.5 eV. Suppose only the pair state has its stiffness raised to \(K(1+s)\). Then \(W=4R/(1+s)\), and \(U_{\rm eff}\) vanishes at
\begin{equation}
s=\frac{4R}{U+2(\Delta+B)}-1=\frac{2.592}{2.417}-1=7.2\%.
\end{equation}
A modest stiffening therefore reverses the conclusion. So would a force 3.4\% smaller, since \(W\propto F^2\) and \(\sqrt{2.417/2.592}=0.966\).

The following shifts are each smaller than the net 0.175 eV:
\begin{itemize}
\item A shallow--localized mixing of 50 meV changes \(U_{\rm eff}\) by \(+0.9\) meV.
\item Lowering the frequencies of three vibrational modes by 20\% in the pair state, with \(W\) held fixed, lowers its free energy by \(3kT|\ln0.8|=17\) meV at 300 K in the classical limit (18 meV for quantized 23 meV modes). Softening the active mode over its whole path would instead change \(W\) by far more than 0.175 eV.
\item Attraction between opposite charges at the mean donor spacing radius of 6.2 nm is about 19 meV. A net gain of this order, favouring disproportionation, arises only when opposite charges settle on nearby donors; for a random arrangement attraction and repulsion cancel on average.
\item The donor density exceeds the estimated Mott density of \(4\times10^{16}\) cm\(^{-3}\). If all electrons were free, the shallow level would merge with the band; setting \(B=0\) lowers \(U_{\rm eff}\) by 17 meV. At 300 K the Fermi level would then start 23 meV above the band edge, which further favours pair capture.
\end{itemize}

\section{Beside silicon-doped AlGaAs}

The parameters are round values meant for the rough regime of silicon in AlGaAs with about 30\% aluminium. Silicon is a shallow donor in GaAs at ordinary pressure, while \(DX\) behaviour appears with enough aluminium or under hydrostatic pressure. The model accounts for such a change if the band edge rises relative to the localized level. A thermal depth near 0.1 eV, an optical threshold near 1 eV and barriers of a few tenths of an eV are of the right rough size. The calculated free fraction of 0.8\% at 300 K is, however, low for such layers, where the free fraction can reach tens of per cent. Real material breaks the single-valley assumption: with upper valleys 0.10 eV above the lowest and rough masses of 0.56 and 0.85, the carrier density rises by a factor of about 1.9 at fixed Fermi level. With the heavier valley nearer 0.15 eV, as common band-gap fits give at this composition, the factor is about 1.4. Neither value closes the gap. The density is also exponentially sensitive to depth: making the level 50 meV shallower would multiply \eqref{carriers} by \(e^{50/25.85}\approx7\). With parameters chosen by hand and a harmonic lattice stretched by 1.2 \AA, the model illustrates the negative-\(U\) mechanism without deriving it for this material, and its carrier density should not be used as a design value. The numerical output lists the remaining inputs and intermediate values.

\section*{Table of computed values}
\begin{verbatim}
Delta, U: 0.900, 0.600 eV
K: 3.60 eV/A^2; F: 2.16 eV/A
mass ratio, permittivity: 0.09, 12.0
donor density: 1.00e+18 cm^-3
g neutral, g pair: 2, 4
temperatures: 300, 77 K; kT at 300 K: 25.85 meV
shallow binding B: 8.50 meV
H one-, two-electron energy: -0.49998, -0.52732 Ha
shallow-pair U_eff/B: 0.9453
shallow-pair U_eff: 8.04 meV
random cases negative, positive: 306, 194
only local, only promotion test fails: 16, 75
one-electron relaxation R: 0.6480 eV
pair relaxation W: 2.5920 eV
required W: 2.4170 eV
pair displacement: 1.200 A
relaxed local neutral energy: 0.2520 eV
E_DX: -0.1920 eV; U_eff: -0.1750 eV
U-2R: -0.6960 eV
(+/-) depth: 0.0960 eV; optical threshold: 1.0920 eV
counterexample F: 1.80 eV/A; W: 1.800 eV
counterexample U-2R: -0.300 eV
counterexample true U_eff: 8.04 meV
first, second crossing: 0.3125, 0.2681 eV
capture, emission barrier: 0.3125, 0.5045 eV
attempt rate: 1.0e+12 s^-1
emission time at 300 K: 2.99e-04 s
first-capture time at 77 K: 2.84e+08 s
phonon energy: 23.15 meV; Huang-Rhys factor: 27.99
quantum/classical capture at 77, 300 K: 20.36, 1.087
neutral fraction without free carriers: 0.01666
band density N_c at 300 K: 6.775e+17 cm^-3
Fermi level with DX: -0.1141 eV
fractions d+, d0, DX-: 0.49575, 0.01666, 0.48759
free density, estimate: 8.161e+15, 8.264e+15 cm^-3
free density / donor density: 0.00816
Fermi level if n = N_D: 23.29 meV
Boltzmann carrier error with DX: 0.427 %
bond hopping: 100 meV; E_DX shift: -22.57 meV
four-bond E_DX, neutral: -0.2146, 0.2324 eV
shallow-local mixing: 50 meV; U_eff shift: 0.93 meV
critical pair stiffening: 7.24 %
three modes softened 20 %: -17.31 meV
upper-valley gap: 0.10 eV; masses L, X: 0.56, 0.85
upper-valley density factor: 1.93
donor Bohr radius: 7.06 nm; Mott density: 4.45e+16 cm^-3
U_eff shift if B vanishes: -17.01 meV
donor spacing radius: 6.20 nm; attraction: 19.34 meV
\end{verbatim}
